# Diminishing returns of doping in contact resistivity when donor activation saturates

**Q:** I keep adding donors under a metal contact. Each doubling of the dose lowers the specific contact resistivity \(\rho_c\) by less than the last. Field-emission theory gives me an exponent containing the doping density. Which density is it: the donors I put in, or the ones that are electrically active?

**A:** The barrier's shape decides, and charge decides the shape. Let \(N\) be the total donor density and \(n\) the density of active donors, each ionized and supplying one electron. The other \(N-n\) are taken to be neutral everywhere, including inside the barrier.

I use Hartree atomic units. The semiconductor has permittivity \(\kappa\), isotropic mass \(m\) and \(g\) equivalent valleys. Its bulk Fermi level lies above the band edge by

\[
\xi=\frac{1}{2m}\left(\frac{3\pi^2 n}{g}\right)^{2/3}.
\]

Let \(V(x)\) be the rise of the band edge above its bulk value. At the metal \(V=\phi+\xi\), where \(\phi\) is the barrier measured from the Fermi level. In the Thomas-Fermi approximation at zero temperature, the local electron density is \(n(1-V/\xi)^{3/2}\) for \(V<\xi\) and zero above. An electron's potential energy is minus the electrostatic potential, so positive charge curves \(V\) upwards:

\[
V''=\frac{4\pi n}{\kappa}\left[1-\left(1-\frac{V}{\xi}\right)_+^{3/2}\right].
\]

The subscript plus means that a negative bracket is replaced by zero. Neutral donors add nothing to the right-hand side. Multiply by \(V'\) and integrate from the bulk, where \(V=V'=0\). The electron term contributes \(\int_0^\xi(1-v/\xi)^{3/2}dv=2\xi/5\), so for \(V>\xi\)

\[
V'^2=\frac{8\pi n}{\kappa}\left(V-\frac{2\xi}{5}\right).
\]

More active donors make the field stronger at a given height, and the barrier thinner.

**Q:** How does that become the tunnelling exponent?

**A:** Within WKB, an electron at the Fermi level has transmission \(e^{-S}\), with

\[
S=2\int\sqrt{2m(V-\xi)}\,dx,\qquad dx=\frac{dV}{|V'|},
\]

over the region where \(V>\xi\). Put \(w=V-\xi\), which runs from 0 to \(\phi\), and \(\zeta=3\xi/5\). Then \(V-2\xi/5=w+\zeta\). The constants combine as \(2\sqrt{2m\kappa/(8\pi n)}=\sqrt{\kappa m/(\pi n)}\), so

\[
S=\frac{1}{E_{00}}\int_0^\phi\sqrt{\frac{w}{w+\zeta}}\,dw,\qquad
E_{00}(n)=\sqrt{\frac{\pi n}{\kappa m}}.
\]

Substitute \(w=\zeta\sinh^2u\). The integral becomes \(\int 2\zeta\sinh^2u\,du=\zeta(\sinh u\cosh u-u)\), and the upper limit is \(A=\operatorname{arcsinh}\sqrt{\phi/\zeta}\). Hence

\[
S=\frac{\sqrt{\phi(\phi+\zeta)}-\zeta A}{E_{00}(n)}\;\longrightarrow\;\frac{\phi}{E_{00}(n)}\quad(\zeta\ll\phi).
\]

The density in the exponent is the active one. The same substitution gives the tunnelling length:

\[
\ell=\int_0^\phi\frac{dw}{\sqrt{8\pi n(w+\zeta)/\kappa}}
=\sqrt{\frac{\kappa}{2\pi n}}\left(\sqrt{\phi+\zeta}-\sqrt{\zeta}\right).
\]

**Q:** I measure a resistivity, not an exponent. Could the total density return through the prefactor?

**A:** Not in this model. Apply a small bias \(U\) and sum the current over wave vectors, assuming that the metal has a state to match each transverse wave vector. Two spins and \(g\) valleys give a factor \(2g\). For motion along the current, \(v_x\,dk_x/(2\pi)=dE_x/(2\pi)\). For transverse motion, \(d^2k_\perp/(2\pi)^2=m\,dE_\perp/(2\pi)\). The occupation difference is \(U(-\partial f/\partial E)\), whose integral over \(E_\perp\) is \(Uf(E_x)\). A change of barrier shape with bias multiplies an occupation difference that is already of order \(U\), so it drops out at zero bias. Therefore

\[
\frac{1}{\rho_c}=\frac{gm}{2\pi^2}\int_0^\infty \mathcal T(E)f(E)\,dE .
\]

Here \(\mathcal T=e^{-S(E)}\) below the barrier top, and \(\mathcal T=1\) above it.

At zero temperature the integral stops at \(\xi\). Near there, \(S(E)\approx S+c(\xi-E)\). Differentiating the WKB integral with respect to energy gives no endpoint term, because the integrand vanishes at the turning point. What remains is

\[
c=-\frac{dS}{dE}\bigg|_\xi=\frac{1}{2E_{00}}\int_0^\phi\frac{dw}{\sqrt{w(w+\zeta)}}=\frac{A}{E_{00}},
\]

and integrating the exponential from 0 to \(\xi\) yields

\[
\rho_c\approx\frac{2\pi^2c\,e^{S}}{gm\,(1-e^{-c\xi})}.
\]

With \(\phi,\kappa,m,g\) fixed, \(S\), \(c\) and \(\xi\) all depend on \(n\) alone. The total density acts through \(n(N)\) and by no other route.

**Q:** Then what do I gain from a small fractional increase of the dose?

**A:** Define the return as \(R=-d\ln\rho_c/d\ln N\). The chain rule splits it:

\[
R=\left(-\frac{d\ln\rho_c}{d\ln n}\right)\eta,\qquad \eta=\frac{d\ln n}{d\ln N}.
\]

To leading order, keep the exponent \(\phi/E_{00}\) and ignore the prefactor. Since \(E_{00}\propto n^{1/2}\), the exponent varies as \(n^{-1/2}\), and

\[
R\approx\frac{\phi}{2E_{00}(n)}\,\eta .
\]

There are two causes of a poor return. The first factor falls as \(n^{-1/2}\) even if every donor is active: a barrier that is already thin has less exponent left to remove. The second factor is the share of a fractional dose increase that appears as a fractional increase in active donors.

**Q:** You dropped \(\zeta\). It changes the exponent noticeably, so why trust the slope?

**A:** Differentiate the full \(S\). Write \(F=\sqrt{\phi(\phi+\zeta)}-\zeta A\). Since \(dA/d\zeta=-\sqrt{\phi/(\phi+\zeta)}/(2\zeta)\), the two square-root terms add:

\[
\frac{dF}{d\zeta}=\sqrt{\frac{\phi}{\phi+\zeta}}-A .
\]

With \(\zeta\propto n^{2/3}\) and \(E_{00}\propto n^{1/2}\), the slope is \([F/2-\tfrac23\zeta\,dF/d\zeta]/E_{00}\), or

\[
-\frac{dS}{d\ln n}=\frac{1}{E_{00}}\left[\frac{\sqrt{\phi(\phi+\zeta)}}{2}+\frac{\zeta A}{6}-\frac{2\zeta}{3}\sqrt{\frac{\phi}{\phi+\zeta}}\right].
\]

For small \(\zeta/\phi\) the bracket is \(\phi/2+\zeta(A/6-5/12)\). The two corrections have opposite signs and nearly cancel when \(A\) is between 2 and 3. In the example below, at \(N=4n_s\), the full expression gives 3.71 and \(\phi/(2E_{00})\) gives 3.74, although \(S=6.7\) while \(\phi/E_{00}=7.5\). A numerical solution of the Schrödinger equation through the same barrier gives a slope of 3.65, so WKB serves well for the slope. The absolute transmission is less certain, because it also depends on the electron's wave vector in the metal, which WKB ignores.

**Q:** What sets \(\eta\) when activation saturates?

**A:** That depends on how donors become inactive. As a definite model, let two ionized donors and two electrons form a neutral pair during the anneal, and let the result be frozen in. Ideal mass action gives a pair density \(Kn^2n^2=Kn^4\), where the electrons are treated as an ideal gas at the anneal temperature. Each pair holds two donors, so \(N=n+2Kn^4\). Define \(n_s\) by \(2Kn_s^3=1\), and let \(r=n/n_s\):

\[
N=n(1+r^3),\qquad
\eta=\frac{N/n}{dN/dn}=\frac{1+r^3}{1+4r^3}.
\]

At \(n=n_s\), half of the donors are active. In the dilute limit \(\eta\to1\); far beyond \(n_s\), \(\eta\to1/4\) and \(n\propto N^{1/4}\). The value \(1/4\) belongs to the ideal gas. At the densities of the example below, Fermi-Dirac statistics for an anneal at 800 to 1300 K lower \(\eta\) at \(N=4n_s\) from 0.33 to about 0.29 to 0.31, and take it below \(1/4\) at larger \(N\). This is soft saturation: the active density keeps creeping upwards. If instead there is a hard limit on \(n\), then \(\eta=0\) beyond it, and further donors leave \(\rho_c\) unchanged in this model.

**Q:** Put numbers to it.

**A:** Take round model parameters: \(\phi=0.025\) hartree (0.68 eV), \(\kappa=12\), \(m=0.3\), \(g=6\) and \(n_s=10^{-5}\) bohr\(^{-3}\) (\(6.7\times10^{19}\) cm\(^{-3}\)). At \(N=4n_s\) the activation law gives \(r=1.284\), since \(1.284(1+2.116)=4.00\). Then

\[
\eta=\frac{3.116}{9.464}=0.329,\qquad
E_{00}=\sqrt{\frac{\pi(1.284\times10^{-5})}{12\times0.3}}=3.35\times10^{-3}\ \text{hartree},
\]

\[
R\approx\frac{0.025}{2(3.35\times10^{-3})}\times0.329=1.23 .
\]

The full zero-temperature integral gives 1.43; the leading law is 14% below it because it omits the prefactor. At 300 K the return is 1.18. The 300 K values use thermal occupation but keep the zero-temperature barrier and Fermi energy. Using 300 K values for these too would raise \(\rho_c\) of the partly active contact by about 60% at \(N=n_s\) and 30% at \(4n_s\), and the return at \(4n_s\) to 1.27.

The resistivities at 300 K, in ohm cm², are:

| \(N/n_s\) | \(n/n_s\) | \(\rho_c\) | \(\rho_c\) if all active |
|---|---|---|---|
| 1 | 0.72 | \(4.3\times10^{-6}\) | \(1.2\times10^{-6}\) |
| 2 | 1.00 | \(1.2\times10^{-6}\) | \(1.0\times10^{-7}\) |
| 4 | 1.28 | \(4.6\times10^{-7}\) | \(1.5\times10^{-8}\) |
| 8 | 1.59 | \(2.2\times10^{-7}\) | \(3.2\times10^{-9}\) |

Successive doublings reduce \(\rho_c\) by factors of 3.7, 2.5 and 2.1. With full activation they would be 11, 7.0 and 4.7. At \(8n_s\), using the total density would make the predicted resistivity too low by a factor of about 70. That factor is rough, since the fully active barrier has \(S=2.3\), where WKB is no longer well founded.

**Q:** The fully active column also shows shrinking gains. Is a falling return evidence of saturation at all?

**A:** Not by itself. From \(N=n_s\) to \(8n_s\), the leading return falls from 2.72 to 0.99, a factor of 2.8. Of this, \(\phi/(2E_{00})\) supplies a factor of 1.5 and \(\eta\) a factor of 1.9. With full activation the return falls from 4.23 to 1.50, again a factor of 2.8, which is \(\sqrt8\). The equality of the two overall factors is an accident of the chosen range: doubling by doubling, the saturated return falls by factors of 1.61, 1.38 and 1.25, and the fully active one by \(\sqrt2\) each time. Since the return falls in both cases, its fall alone does not prove saturation.

At equal \(N\), the ratio of the saturated to the fully active leading return is \(\sqrt{N/n}\,\eta\). With \(y=N/n=1+r^3\), one has \(\eta=y/(4y-3)\), so the ratio is \(y^{3/2}/(4y-3)\). It equals one when \(s=\sqrt y\) satisfies

\[
s^3-4s^2+3=(s-1)(s^2-3s-3)=0 .
\]

Besides full activation, \(s=1\), the positive root is \(s=(3+\sqrt{21})/2\), or \(N/n=14.4\), reached at \(N=34n_s\). Beyond that point the saturated contact formally has the larger return, because the fully active one has little exponent left. The crossing belongs to the leading formula: the fully active exponent there is only \(8.46/\sqrt{34}\approx1.5\), too small for WKB to be trusted.

A better diagnostic is to measure the bulk carrier density and plot \(\ln\rho_c\) against \(n^{-1/2}\). If the barrier height and the other material parameters are unchanged, and the inactive donors stay neutral inside the barrier, samples with different \(N\) but equal \(n\) should coincide.

**Q:** Can a donor be inactive in the bulk and still help the contact?

**A:** Yes, if it has an electron level within reach. Suppose an inactive donor's level lies \(\Delta\) below the Fermi level in the bulk. The level rises with the band edge, and the donor ionizes where \(V>\Delta\). For a density \(N_d\) of such donors, with \(\Delta>\xi\), the first integral becomes

\[
V'^2=\frac{8\pi}{\kappa}\left[n\left(V-\frac{2\xi}{5}\right)+N_d(V-\Delta)_+\right].
\]

At \(N=4n_s\), let all the inactive donors behave this way, with \(\Delta=0.005\) hartree. The exponent \(S\) falls from 6.71 to 4.51, compared with 3.52 for full activation. About 70% of the lost exponent reduction is recovered, although the bulk carrier density has not changed. The density that matters is the ionized charge inside the barrier. It equals the bulk active density if the remaining donors stay neutral there, as they do when \(\Delta>\phi+\xi\).

**Q:** Where else should I distrust the law?

**A:** First, at lower doping. Above the Fermi level the transmission grows as \(e^{c(E-\xi)}\), while the thermal tail falls as \(e^{-(E-\xi)/k_BT}\). Emission stays concentrated near the Fermi level only if \(ck_BT<1\). At 300 K this product is about 0.86 for \(N=n_s\) and 0.59 for \(N=4n_s\), so the first case is close to the edge. In the opposite limit, where only electrons above the barrier top pass,

\[
\int_{\phi+\xi}^{\infty}f\,dE\approx k_BT\,e^{-\phi/k_BT},\qquad
\rho_c\approx\frac{2\pi^2}{gmk_BT}\,e^{\phi/k_BT}.
\]

This contains no \(n\), so at fixed \(\phi\) doping gives no return. The return must therefore first grow as tunnelling sets in. With full activation at 300 K it peaks near \(N=0.2\) to \(0.3\,n_s\), where \(ck_BT\) is still 1.5 to 2, so its decline begins before field emission dominates.

Second, the uniform charge is an average. At \(N=4n_s\) the tunnelling length is 48 bohr (2.5 nm), while the mean donor spacing \(n^{-1/3}\) is about 43 bohr. Individual donor positions can therefore matter. The Thomas-Fermi density is also doubtful in principle, since at this doping the screening length, about 12 bohr, is shorter than the inverse Fermi wave vector, 25 bohr. Replacing it by the self-consistent quantum density of the semiconductor electrons, with wave functions that vanish at the metal, nevertheless changes \(S\) by less than 1%. This leaves out the charge in the tails of metal states that reach into the barrier; a one-band model cannot describe that charge, and it need not be small. Image-force lowering is left out and is not small: at \(N=4n_s\) the field at the metal is about 4 MV/cm, and the classical image term would lower the barrier peak from 0.68 to about 0.46 eV and \(S\) from 6.7 to 5.8, although the slope \(-dS/d\ln n\) moves only from 3.7 to 3.6. The model also omits direction-dependent masses, the departure from a parabolic band deep in the gap, band-gap narrowing, compensating acceptors and series resistance, so the resistivities illustrate the mechanism and do not predict a particular contact. The numerical output gives the remaining cases.

**Q:** If more donors barely help, what should I change?

**A:** The exponent has a numerator. At fixed \(n\), its leading form gives \(d\ln\rho_c/d\phi\approx1/E_{00}(n)\), with no factor \(\eta\). At \(N=4n_s\), lowering the barrier by 0.1 eV, or 0.0037 hartree, reduces the exponent by \(0.0037/0.00335\approx1.1\) and the resistivity by a factor of about 3. Doubling the dose from there gains a factor of 2.4 at zero temperature. In a real contact \(\phi\) is often pinned by interface states, so a change of metal may move it little. The other route is to raise \(n\) itself, by an anneal that leaves fewer donors in neutral pairs.

## Computed values

```
phi = 0.025 hartree = 0.680 eV; kappa = 12.0; m = 0.3; g = 6
ns = 1.0e-05 bohr^-3 = 6.748e+19 cm^-3; kT(300 K) = 9.500e-04 hartree
N/ns = 1: n/ns = 0.7245, n/N = 0.7245, eta = 0.5475
  active: E00 = 2.514e-03 hartree, xi = 1.809e-03 hartree
  active: phi/E00 = 9.943, S = 9.175, length = 66.0 bohr
  active: rho(0 K) = 1.520e-05, rho(300 K) = 4.265e-06 ohm cm^2
  if all active: phi/E00 = 8.463, S = 7.700
  if all active: rho(0 K) = 2.829e-06, rho(300 K) = 1.157e-06 ohm cm^2
  return -dln rho/dln N: leading 2.722, 0 K 3.065, 300 K 2.320
  return if all active: leading 4.231, 0 K 4.853, 300 K 3.860
N/ns = 2: n/ns = 1.0000, n/N = 0.5000, eta = 0.4000
  active: E00 = 2.954e-03 hartree, xi = 2.242e-03 hartree
  active: phi/E00 = 8.463, S = 7.700, length = 54.9 bohr
  active: rho(0 K) = 2.829e-06, rho(300 K) = 1.157e-06 ohm cm^2
  if all active: phi/E00 = 5.984, S = 5.241
  if all active: rho(0 K) = 1.548e-07, rho(300 K) = 1.036e-07 ohm cm^2
  return -dln rho/dln N: leading 1.693, 0 K 1.941, 300 K 1.544
  return if all active: leading 2.992, 0 K 3.602, 300 K 3.120
N/ns = 4: n/ns = 1.2838, n/N = 0.3209, eta = 0.3293
  active: E00 = 3.347e-03 hartree, xi = 2.649e-03 hartree
  active: phi/E00 = 7.469, S = 6.712, length = 47.5 bohr
  active: rho(0 K) = 8.972e-07, rho(300 K) = 4.569e-07 ohm cm^2
  if all active: phi/E00 = 4.231, S = 3.520
  if all active: rho(0 K) = 1.764e-08, rho(300 K) = 1.489e-08 ohm cm^2
  return -dln rho/dln N: leading 1.230, 0 K 1.433, 300 K 1.179
  return if all active: leading 2.116, 0 K 2.713, 300 K 2.497
N/ns = 8: n/ns = 1.5911, n/N = 0.1989, eta = 0.2938
  active: E00 = 3.726e-03 hartree, xi = 3.056e-03 hartree
  active: phi/E00 = 6.709, S = 5.958, length = 41.9 bohr
  active: rho(0 K) = 3.676e-07, rho(300 K) = 2.172e-07 ohm cm^2
  if all active: phi/E00 = 2.992, S = 2.325
  if all active: rho(0 K) = 3.392e-09, rho(300 K) = 3.167e-09 ohm cm^2
  return -dln rho/dln N: leading 0.986, 0 K 1.166, 300 K 0.985
  return if all active: leading 1.496, 0 K 2.081, 300 K 1.989
N/ns 1 to 2: rho falls by factor 5.37 (0 K), 3.69 (300 K); all active 18.28, 11.16
N/ns 2 to 4: rho falls by factor 3.15 (0 K), 2.53 (300 K); all active 8.77, 6.96
N/ns 4 to 8: rho falls by factor 2.44 (0 K), 2.10 (300 K); all active 5.20, 4.70
N/ns = 4: slope of S with ln n: closed 3.710, phi/(2 E00) 3.735
N/ns = 4: slope from Schroedinger equation 3.654
N/ns = 4: linearized rho / integrated rho at 0 K = 0.892
N/ns = 4: tunnelling length = 2.51 nm
N/ns = 4, donor level 0.005 hartree below Fermi level in bulk:
  S inert 6.712, ionizing in barrier 4.510, all active 3.520
Returns cross at N/n = 14.374, N/ns = 34.12
```
